# The generalized Lyddane–Sachs–Teller relation for polar crystals, part 1

(Sections cited here and not found follow in the second part.)

## From ionic displacements to a product of frequencies

When a voltage is applied to a capacitor whose dielectric is an ionic crystal such as hafnia, two things happen inside the crystal. The electron clouds are deformed, and the positive and negative ions move in opposite directions. If the voltage varies slowly, both contribute to the stored charge, and the crystal shows its static permittivity $\varepsilon_0$. If it varies much faster than the ions can vibrate, but still slowly compared with electronic excitations, the ions stay in place and the permittivity is the smaller, electronic one, $\varepsilon_\infty$. The ions are held back in the slow case by the same forces that set their vibration frequencies. One should therefore be able to obtain $\varepsilon_0/\varepsilon_\infty$ from vibration frequencies, without measuring any charge. The difficulty is that a long-wave vibration may itself produce an electric field, which changes its frequency. The ratio of permittivities turns out to be fixed by comparing the frequencies with and without this field.

Consider an insulating crystal with $N$ ions in a cell of volume $\Omega$. The ions make small oscillations about a stable equilibrium, so the energy is kept to second order in the displacements. The electrons follow the ions without delay, there is no damping and there are no free carriers, and the shape of the cell is held fixed. The algebra is in atomic units with $4\pi$ in Gauss's law, so that the displacement field is $\mathbf D=\mathbf E+4\pi\mathbf P$, and charges are counted in units of $e$. The symbols $\varepsilon_0$ and $\varepsilon_\infty$ denote dimensionless, symmetric $3\times3$ tensors.

For a wave much longer than the cell, neighbouring cells move almost alike. The displacements of the ions in one cell are collected in a column $u$ with $3N$ entries, and $\mathbf E$ is the macroscopic field, that is, the field averaged over a cell. To second order, the energy per cell at a prescribed field is

$$
W=\tfrac12\,u^T\Phi u-\mathbf E^TZ^Tu-\frac{\Omega}{8\pi}\,\mathbf E^T(\varepsilon_\infty-1)\mathbf E .
$$

The symmetric matrix $\Phi$ holds the force constants at zero macroscopic field. The $3N\times3$ matrix $Z$ holds the Born charges, which describe how strongly a displacement polarizes the crystal, including the accompanying deformation of the electron clouds. No term linear in $u$ appears, because $u$ is measured from equilibrium. A term linear in $\mathbf E$ alone would describe a spontaneous polarization. It is constant and plays no part in the vibrations, so $\mathbf P$ below means the change of polarization.

The force on the ions is $-\partial W/\partial u$, and the polarization is $-\Omega^{-1}\partial W/\partial\mathbf E$:

$$
F=-\Phi u+Z\mathbf E,\qquad
\mathbf P=\frac1\Omega Z^Tu+\frac{\varepsilon_\infty-1}{4\pi}\,\mathbf E .
$$

The same matrix $Z$ appears in both because both come from the same mixed term of $W$. This double role of the Born charge is essential: it fixes how hard a field pulls on the ions and also how much field the moving ions produce.

If all ions are displaced by one common vector $\mathbf a$, write $u=T\mathbf a$, where $T$ is a column of $N$ unit matrices. Such a displacement costs no energy and creates no restoring force, so $\Phi T=0$. The cell is neutral, so a uniform field exerts no total force on it. The total force is $T^TZ\mathbf E$, and since it vanishes for every $\mathbf E$,

$$
T^TZ=0,\qquad\text{or}\qquad Z^TT=0 .
$$

Let $M$ be the diagonal matrix of the ionic masses. With $w=M^{1/2}u$, the free motion $M\ddot u=-\Phi u$ becomes $\ddot w=-Kw$, where

$$
K=M^{-1/2}\Phi M^{-1/2},\qquad Ke_j=\omega_j^2e_j,\qquad e_i^Te_j=\delta_{ij}.
$$

Three of the eigenvectors have the form $M^{1/2}T\mathbf a$ and zero frequency. The other $3N-3$ are the optical modes, and stability means $\omega_j^2>0$ for each of them. These $\omega_j$ are the frequencies at zero macroscopic field.

The permittivity follows by driving the ions with a uniform field that oscillates at frequency $\omega$. Replacing $\ddot u$ by $-\omega^2u$ in $M\ddot u=-\Phi u+Z\mathbf E$ gives

$$
(\Phi-M\omega^2)\,u=Z\mathbf E .
$$

Inserting the polarization in $\mathbf D=\mathbf E+4\pi\mathbf P$, one finds that the unit tensor cancels:

$$
\mathbf D=\varepsilon_\infty\mathbf E+\frac{4\pi}{\Omega}Z^Tu .
$$

Because $\Phi-M\omega^2=M^{1/2}(K-\omega^2)M^{1/2}$, the displacement is $u=M^{-1/2}(K-\omega^2)^{-1}M^{-1/2}Z\mathbf E$. The inverse is a sum over modes, $(K-\omega^2)^{-1}=\sum_j e_je_j^T/(\omega_j^2-\omega^2)$. With the dipole vector of a mode defined as

$$
\mathbf z_j=Z^TM^{-1/2}e_j ,
$$

the permittivity in $\mathbf D=\varepsilon(\omega)\mathbf E$ is

$$
\varepsilon(\omega)=\varepsilon_\infty+\frac{4\pi}{\Omega}\sum_j\frac{\mathbf z_j\mathbf z_j^T}{\omega_j^2-\omega^2}.
$$

For a translation, $e_j=M^{1/2}T\mathbf a$ gives $\mathbf z_j=Z^TT\mathbf a=0$. Only optical modes therefore enter the sum, and the limit $\omega\to0$ is safe:

$$
\varepsilon_0=\varepsilon_\infty+\frac{4\pi}{\Omega}\sum_j\frac{\mathbf z_j\mathbf z_j^T}{\omega_j^2}.
$$

A mode raises the static permittivity when it carries a dipole, and the more so the softer it is.

In a free vibration nobody prescribes the field. It has to be found from Maxwell's equations. Take a wave with wavevector $\mathbf q=q\mathbf n$, where $\mathbf n$ is a unit vector, and let all fields vary as $e^{i\mathbf q\cdot\mathbf r-i\omega t}$. Faraday's law and Ampère's law without free current read $\mathbf q\times\mathbf E=(\omega/c)\mathbf B$ and $\mathbf q\times\mathbf B=-(\omega/c)\mathbf D$. Eliminating $\mathbf B$ and expanding the double cross product gives

$$
q^2\mathbf E-\mathbf q(\mathbf q\cdot\mathbf E)=\frac{\omega^2}{c^2}\,\mathbf D .
$$

The part perpendicular to $\mathbf n$ is $\mathbf E_\perp=(\omega/cq)^2\mathbf D_\perp$. Since $\mathbf D_\perp$ includes the response of the ions and electrons, the effect of this field on the frequencies becomes negligible when $q\gg\sqrt{\varepsilon_0}\,\omega/c$, with the largest principal value of $\varepsilon_0$, that is, roughly when the wave is much shorter than light of the same frequency inside the crystal. Since $c$ is large, this condition is compatible with a wave much longer than the cell. In this window, which is what the limit $q\to0$ means from here on, the field points along $\mathbf n$, so $\mathbf E=E\mathbf n$. The part of the equation along $\mathbf n$ gives $\mathbf n\cdot\mathbf D=0$, which is Gauss's law without free charge.

For any tensor $\varepsilon$, let a bar denote its component along the wave, $\bar\varepsilon=\mathbf n^T\varepsilon\,\mathbf n$. The condition $\mathbf n\cdot\mathbf D=0$ then reads $\bar\varepsilon_\infty E+(4\pi/\Omega)\,\mathbf n^TZ^Tu=0$, so

$$
E=-\frac{4\pi}{\Omega\,\bar\varepsilon_\infty}\,\mathbf n^TZ^Tu .
$$

The field opposes the polarization that creates it, and the electrons weaken it by the factor $\bar\varepsilon_\infty$. This factor is positive, since in an electronically stable insulator the response of the electrons lowers $W$, which requires $\bar\varepsilon_\infty\ge1$.

Inserting the field in $M\omega^2u=\Phi u-Z\mathbf nE$ turns the minus sign into a plus:

$$
M\omega^2u=\Big[\Phi+\frac{4\pi}{\Omega\,\bar\varepsilon_\infty}\,Z\mathbf n\,\mathbf n^TZ^T\Big]u .
$$

In terms of $w=M^{1/2}u$ the squared frequencies are the eigenvalues of

$$
K(\mathbf n)=K+\kappa\,vv^T,\qquad v=M^{-1/2}Z\mathbf n,\qquad \kappa=\frac{4\pi}{\Omega\,\bar\varepsilon_\infty}.
$$

Call them $\omega_j^2(\mathbf n)$. Other changes of the force constants with wavevector vanish as $q\to0$. The term $\kappa vv^T$ does not, and it depends on the direction from which the limit is taken. The component of $v$ on a mode is

$$
v_j=e_j^Tv=\mathbf n\cdot\mathbf z_j ,
$$

the part of the mode's dipole that lies along the wave.

The simplest case has one mode with $v_1\neq0$. The added term then acts on this mode alone, and

$$
\omega_1^2(\mathbf n)=\omega_1^2+\kappa v_1^2,\qquad
\bar\varepsilon_0=\bar\varepsilon_\infty+\frac{4\pi}{\Omega}\frac{v_1^2}{\omega_1^2}
=\bar\varepsilon_\infty\Big(1+\frac{\kappa v_1^2}{\omega_1^2}\Big).
$$

Dividing the first equation by $\omega_1^2$ gives the same bracket as in the second, hence $\omega_1^2(\mathbf n)/\omega_1^2=\bar\varepsilon_0/\bar\varepsilon_\infty$. This is the original Lyddane–Sachs–Teller relation.

With two polar modes the field produced by one also pushes the other, and the shifts cannot be worked out mode by mode. The product of the squared frequencies is nevertheless simple, because it is a determinant:

$$
\begin{vmatrix}\omega_1^2+\kappa v_1^2&\kappa v_1v_2\\ \kappa v_1v_2&\omega_2^2+\kappa v_2^2\end{vmatrix}
=\omega_1^2\omega_2^2+\kappa v_1^2\omega_2^2+\kappa v_2^2\omega_1^2 .
$$

The terms $\kappa^2v_1^2v_2^2$ have cancelled. Dividing by $\omega_1^2\omega_2^2$ leaves $1+\kappa v_1^2/\omega_1^2+\kappa v_2^2/\omega_2^2$, in which each mode contributes as it does to the static permittivity.

The cancellation holds for any number of modes. Let $A$ be an invertible symmetric matrix. Then $A+\kappa vv^T=A(1+\kappa bv^T)$ with $b=A^{-1}v$, so that

$$
\det(A+\kappa vv^T)=\det A\;\det(1+\kappa bv^T).
$$

If $v=0$ the last factor is 1. Otherwise choose an orthonormal basis whose first vector points along $v$. In this basis the row $v^T$ is $(|v|,0,\dots,0)$, so $bv^T$ has entries in its first column alone, equal to $b_i|v|$. The matrix $1+\kappa bv^T$ is then triangular, with diagonal $1+\kappa b_1|v|,1,\dots,1$. Its determinant is the product of these entries, and $b_1|v|=v^Tb$. Therefore

$$
\det(A+\kappa vv^T)=\det A\,\big(1+\kappa\,v^TA^{-1}v\big).
$$

The matrix $K$ itself has no inverse because of the translations. They can be set aside, since $v^TM^{1/2}T\mathbf a=\mathbf n^TZ^TT\mathbf a=0$: the field does not couple to them, and both $K$ and $K(\mathbf n)$ map the space of optical modes into itself. In this space, with the $e_j$ as basis, $A$ is the diagonal matrix of the $\omega_j^2$, and the determinant formula becomes

$$
\prod_j\frac{\omega_j^2(\mathbf n)}{\omega_j^2}
=1+\kappa\sum_j\frac{v_j^2}{\omega_j^2}
=\frac{1}{\bar\varepsilon_\infty}\Big[\bar\varepsilon_\infty+\frac{4\pi}{\Omega}\sum_j\frac{(\mathbf n\cdot\mathbf z_j)^2}{\omega_j^2}\Big].
$$

The bracket is the component of $\varepsilon_0$ along $\mathbf n$. Hence

$$
\boxed{\;\prod_{j=1}^{3N-3}\frac{\omega_j^2(\mathbf n)}{\omega_j^2}
=\frac{\mathbf n^T\varepsilon_0\,\mathbf n}{\mathbf n^T\varepsilon_\infty\,\mathbf n}\;}
$$

for every direction $\mathbf n$. No symmetry of the crystal has been used.

The permittivity $\varepsilon_0$ here belongs to a cell of fixed shape. In a piezoelectric crystal that is free to deform, a static field also strains the cell. At a given field the minimum of $W$ over $u$ is $-(\Omega/8\pi)\mathbf E^T(\varepsilon_0-1)\mathbf E$. If the strain may relax as well, the minimum cannot lie higher, so the permittivity at zero stress is at least as large as the one in the relation. The difference matters for a ferroelectric, which is piezoelectric: its slowly measured permittivity should not be inserted here without removing the strain contribution.

## Longitudinal and transverse modes, and a worked crystal

The quantities needed from the first half are these. The $\omega_j$ are the optical frequencies of the crystal at zero macroscopic field, and $\mathbf z_j$ is the dipole vector of mode $j$. The $\omega_j(\mathbf n)$ are the frequencies of long waves travelling along the unit vector $\mathbf n$, including the field they create. They follow from the matrix $K(\mathbf n)=K+\kappa vv^T$, where $K$ has the eigenvalues $\omega_j^2$, the components of $v$ are $v_j=\mathbf n\cdot\mathbf z_j$, and $\kappa=4\pi/(\Omega\bar\varepsilon_\infty)$, with $\Omega$ the cell volume. A bar denotes the component of a tensor along $\mathbf n$. The product of all $\omega_j^2(\mathbf n)/\omega_j^2$ equals $\bar\varepsilon_0/\bar\varepsilon_\infty$.

The relation can also be written in terms of longitudinal and transverse modes, and for this some symmetry is needed. Suppose that the crystal has a mirror plane perpendicular to $\mathbf n$. The modes can then be chosen either even or odd under the reflection. The dipole $\mathbf z_j$ is a vector, whose component along $\mathbf n$ changes sign under the reflection while the others do not. An odd mode therefore has its dipole along $\mathbf n$, or none, and an even mode has its dipole perpendicular to $\mathbf n$, or none. A twofold axis along $\mathbf n$ separates the modes in the same way, with even and odd exchanged. Either symmetry also makes $\mathbf n$ a principal axis of both permittivity tensors, because a tensor component that links $\mathbf n$ to a perpendicular direction would change sign.

For such an axis, every mode without a dipole along $\mathbf n$ has $v_j=0$. Its frequency is the same in the numerator and the denominator of the product, and it cancels. The modes polar along $\mathbf n$ remain. When they travel along $\mathbf n$ their dipoles are parallel to the wavevector, and they are longitudinal optical (LO) modes. When the same kind of displacement travels in a perpendicular direction $\mathbf n'$, one has $\mathbf n'\cdot\mathbf z_j=0$. No field arises, and the frequency is the zero-field one, that of a transverse optical (TO) mode. The general relation becomes

$$
\frac{\varepsilon_0}{\varepsilon_\infty}=\prod_m\frac{\omega_{\mathrm{LO},m}^2}{\omega_{\mathrm{TO},m}^2},
$$

with both permittivities taken along the axis and $m$ running over the modes polar along it. It does not matter which LO frequency is written over which TO frequency, since only the product enters.

In a general direction of a crystal that is not cubic, the dipole of a mode need be neither parallel nor perpendicular to the wave. The field can then mix modes of different polarization, and the labels LO and TO lose their strict meaning. The product over all optical modes remains valid.

The ratio of static to electronic permittivity along any direction has been shown to equal a product of squared frequency ratios, which along a suitable symmetry axis involves only the LO and TO frequencies of the modes polar along it. What remains is to extend the relation to nonzero frequency, test it on a computed model crystal, and examine soft modes and the limits of its use.
